# Recovering quantum-dot tunnelling rates from a charge detector of finite bandwidth

## Definitions and conventions

A quantum dot holds either $n=0$ or $n=1$ excess electrons. It fills at rate $a$ when empty and empties at rate $b$ when occupied. Both rates are constant and independent of the past, so the true dwell times are exponentially distributed with means $1/a$ and $1/b$. Write $S=a+b$.

A nearby charge detector delivers a two-valued reading $m$. When $m=n$ the reading stays put. When $m\neq n$ it switches to the true value at rate $g$, the same in both directions. If the dot returns before the detector has switched, the event leaves no trace. The detector has no other memory, makes no false switches and does not disturb the dot.

An apparent dwell is the time between two successive changes of $m$. The mean apparent dwells in readings 0 and 1 are $\tau_0^*$ and $\tau_1^*$, and the apparent rates are

$$a^*=\frac1{\tau_0^*},\qquad b^*=\frac1{\tau_1^*},\qquad S^*=a^*+b^*.$$

Rates are given in 1/ms and dwell times in µs. The running example has round parameters $a=4$, $b=9$ and $g=40$ per ms, so the detector answers a lasting step after 25 µs on average.

## What the naive estimate gets wrong

The naive scheme sets $a=a^*$ and $b=b^*$. A delay seems harmless, because it shifts both ends of a dwell. The trouble is selection: a short occupation can pass unseen, and the two empty periods on either side of it are then recorded as one long dwell. Short empty periods are lost in the same way.

In the example the true mean dwells are 250.00 µs (empty) and 111.11 µs (occupied), whereas the apparent means are 331.25 µs and 147.22 µs. The errors, 81.25 µs and 36.11 µs, both exceed the 25 µs delay, so subtracting one delay from each dwell does not cure them: $331.25-25.00=306.25$ µs is still well above 250 µs. A correction has to count the missed events, including several missed in a row.

## Four states instead of two

The pair $(n,m)$ has four values, and the possible moves are

- $(0,m)\to(1,m)$ at rate $a$, and $(1,m)\to(0,m)$ at rate $b$;
- $(1,0)\to(1,1)$ and $(0,1)\to(0,0)$, both at rate $g$.

The reading can fall to 0 only when the dot is already empty, so every apparent dwell in reading 0 begins in $(0,0)$. Likewise, every dwell in reading 1 begins in $(1,1)$. Since the future depends only on the present state, successive apparent dwells are statistically independent.

Let $T_{00}$ and $T_{10}$ be the mean times until the reading rises, starting from $(0,0)$ and $(1,0)$. From $(0,0)$ the system first waits $1/a$ on average and then enters $(1,0)$:

$$T_{00}=\frac1a+T_{10}.$$

From $(1,0)$ there are two exits with total rate $b+g$. The mean wait is $1/(b+g)$. With probability $b/(b+g)$ the electron leaves unseen and the process restarts from $(0,0)$; otherwise the reading rises and the dwell ends. Hence

$$T_{10}=\frac1{b+g}+\frac{b}{b+g}\,T_{00}.$$

Insert this into the first equation and collect $T_{00}$:

$$\frac{g}{b+g}\,T_{00}=\frac1a+\frac1{b+g}.$$

Multiplying by $(b+g)/g$ gives

$$T_{00}=\frac{1}{g}\left(\frac{b+g}{a}+1\right)=\frac{a+b+g}{ag}.$$

This is $\tau_0^*$. Exchanging the roles of $a$ and $b$ gives the other mean:

$$\tau_0^*=\frac{S+g}{ag},\qquad \tau_1^*=\frac{S+g}{bg}.$$

For the example, $\tau_0^*=53/(4\times40)$ ms $=331.25$ µs. The formula also shows what delay subtraction leaves behind:

$$\tau_0^*-\frac1g=\frac{b+g}{ag}=\frac1a\left(1+\frac bg\right).$$

The remaining factor $1+b/g$ is due to unseen occupations.

## Inverting the record

The apparent rates are

$$a^*=\frac{ag}{S+g},\qquad b^*=\frac{bg}{S+g}.$$

Both are reduced by the same factor, so $a^*/b^*=a/b$: within this model the ratio of the rates needs no correction. Adding them gives

$$S^*=\frac{Sg}{S+g}.$$

Multiply by $S+g$ and gather the terms in $S$:

$$S^*g=S(g-S^*)\quad\Rightarrow\quad S=\frac{S^*g}{g-S^*}.$$

Therefore

$$S+g=\frac{S^*g+g(g-S^*)}{g-S^*}=\frac{g^2}{g-S^*}.$$

Since $a=a^*(S+g)/g$, and similarly for $b$,

$$\boxed{a=\frac{a^*g}{g-a^*-b^*},\qquad b=\frac{b^*g}{g-a^*-b^*}.}$$

No expansion in $S/g$ has been made. For the example the common factor is

$$\frac{40}{40-3.0189-6.7925}=1.3250,$$

which turns 3.0189 and 6.7925 per ms back into 4 and 9 per ms. As a check, mean dwells were computed numerically from the four-state rate matrix for $(a,b,g)=(4,9,40)$, $(7,2,5)$, $(0.3,11,6)$ and $(20,15,30)$ per ms. The inversion returned the rates with a largest relative error of $2.2\times10^{-16}$.

Two limits show where the method is useful. For a fast detector, $g\gg S$, the factor $(S+g)/g=1+S/g$ is a small correction. For a slow one, $S\gg g$,

$$S^*=\frac{g}{1+g/S}\simeq g\left(1-\frac gS\right).$$

The apparent sum then saturates at $g$ and hardly depends on the dot. At fixed $g$, differentiating $\ln S=\ln S^*+\ln g-\ln(g-S^*)$ gives

$$\frac{dS}{S}=\left(1+\frac{S^*}{g-S^*}\right)\frac{dS^*}{S^*}=\left(1+\frac Sg\right)\frac{dS^*}{S^*},$$

because $S^*/(g-S^*)=S/g$. A slow detector therefore magnifies every relative error in $S^*$. The model requires $S^*<g$. If measured means violate this, the cause is statistical scatter, a wrong $g$ or a detector outside the model, and the formula must not be applied.

## Why means, and not the slope of the histogram

Another tempting scheme fits an exponential to the long apparent dwells. To see what it measures, let $p(t)$ and $q(t)$ be the probabilities that a dwell in reading 0 is still running and that the system is in $(0,0)$ or $(1,0)$:

$$\dot p=-ap+bq,\qquad \dot q=ap-(b+g)q,$$

with $p(0)=1$ and $q(0)=0$. The dwell ends from $(1,0)$, so its density is $f_0=gq$. From the second equation, $ap=\dot q+(b+g)q$. The first equation times $a$ then reads

$$a\dot p=-a\dot q-a(b+g)q+abq=-a\dot q-agq.$$

Put this into $\ddot q=a\dot p-(b+g)\dot q$:

$$\ddot q+(S+g)\dot q+ag\,q=0.$$

The decay rates $\lambda_\pm$ are the roots of $\lambda^2-(S+g)\lambda+ag=0$. Its discriminant is $(S+g)^2-4ag=(g-a+b)^2+4ab>0$, so the roots are real and distinct; their sum and product are positive, so both are positive. With $q(0)=0$ and $\dot q(0)=a$,

$$f_0(t)=\frac{ag}{\lambda_+-\lambda_-}\left(e^{-\lambda_-t}-e^{-\lambda_+t}\right).$$

The density starts from zero, since a dwell needs both a tunnelling event and a response before it can end. Its tail decays at $\lambda_-$. At $\lambda=a$ the quadratic equals $-ab<0$, so $a$ lies between the roots and $\lambda_-<a$. Moreover $1/\lambda_-+1/\lambda_+=(S+g)/(ag)=1/a^*$, so $\lambda_->a^*$. In the example the tail rate is 3.2137 per ms, between the apparent 3.0189 and the true 4. The tail fit is thus biased too, and putting its result into the boxed formula would mix two different quantities.

## Why the detector must be calibrated separately

One might hope to extract $g$ from the record as well. The density $f_0$ depends only on $ag$ and $S+g$, and the density $f_1$ of the other reading only on $bg$ and $S+g$. Because the dwells are independent, these three combinations fix the statistics of the whole sequence. Now take

$$a'=\frac{ag}{S},\qquad b'=\frac{bg}{S},\qquad g'=S.$$

Then $a'g'=ag$ and $b'g'=bg$. Also $a'+b'=g$, so $a'+b'+g'=S+g$. All three combinations agree, and no analysis of the dwell sequence can separate the two parameter sets.

There is no third set. The record fixes the sum $S+g$ and the product $Sg=ag+bg$, so $S$ and $g$ are the two roots of one quadratic; what remains open is which root belongs to the detector. For the example the twin is $a'=12.308$, $b'=27.692$ and $g'=13.000$ per ms: a fast dot watched by a slow detector. Knowing independently that $g>S$ would select the right root. A separate calibration does more, since it supplies $g$ without relying on the histogram's shape: apply a known step to the detector and take $1/g$ as the mean delay of the reading.

## Statistical and calibration errors

The density $f_0$ is that of a sum of two independent exponential times with rates $\lambda_+$ and $\lambda_-$. Variances add, so

$$\mathrm{var}_0=\frac1{\lambda_+^2}+\frac1{\lambda_-^2}
=\frac{(\lambda_++\lambda_-)^2-2\lambda_+\lambda_-}{(\lambda_+\lambda_-)^2}
=\frac{(S+g)^2-2ag}{(ag)^2}.$$

Dividing by $\tau_0^{*2}$, and averaging over $N$ dwells, gives the relative standard error $c_0$ of the mean; $c_1$ follows by exchanging $a$ and $b$:

$$c_0=\sqrt{\frac{1-2ag/(S+g)^2}{N}},\qquad c_1=\sqrt{\frac{1-2bg/(S+g)^2}{N}}.$$

Let $\delta_0$ and $\delta_1$ be small relative errors of the two means, so that $da^*=-a^*\delta_0$ and $db^*=-b^*\delta_1$. Differentiate $\ln a=\ln a^*+\ln g-\ln(g-S^*)$:

$$\frac{da}{a}=-\delta_0+\frac{dg}{g}-\frac{dg+a^*\delta_0+b^*\delta_1}{g-S^*}.$$

The boxed result gives $a^*/(g-S^*)=a/g$ and $b^*/(g-S^*)=b/g$. The terms in $dg$ combine to

$$\frac{dg}{g}\left(1-\frac{g}{g-S^*}\right)=-\frac{S^*}{g-S^*}\frac{dg}{g}=-\frac Sg\frac{dg}{g}.$$

Hence, to first order,

$$\frac{da}{a}=-\left(1+\frac ag\right)\delta_0-\frac bg\,\delta_1-\frac Sg\frac{dg}{g},$$

and $db/b$ follows by exchanging $a$ with $b$ and $\delta_0$ with $\delta_1$. As $\delta_0$ and $\delta_1$ are independent, the statistical part is

$$\frac{\sigma_a}{a}=\sqrt{\left(1+\frac ag\right)^2c_0^2+\left(\frac bg\right)^2c_1^2}.$$

The calibration error is shared by both rates and does not shrink with a longer record. If the assumed $g$ is 10 % too high, the linear shift is $-(13/40)\times10\,\%=-3.25\,\%$ for each. An error of this size is already slightly outside the linear range: inserting $g=44$ per ms in the boxed formula gives $-2.87\,\%$.

## The procedure on a record

1. Measure $g$ from known steps, with the filter and thresholds used for the data.
2. Discard the incomplete first and last dwells; average the rest separately for each reading.
3. Confirm that $a^*+b^*<g$, and apply the boxed formula.
4. Insert the recovered rates into the error formulas, and add the calibration uncertainty.
5. Compare the histograms with $f_0$ and $f_1$, and look for correlations between successive dwells. A clear correlation contradicts the model.

A simulated record of 2000 cycles, lasting 0.947 s, gave mean dwells of 326.55 µs and 147.04 µs, hence apparent rates of 3.0623 and 6.8008 per ms. Then

$$a=\frac{3.0623\times40}{40-3.0623-6.8008}\simeq4.06\ \text{ms}^{-1},\qquad
b\simeq9.03\ \text{ms}^{-1}.$$

The statistical errors are 0.10 and 0.21 per ms, so both results agree with the true values; the uncorrected rates do not.

In 400 such records the relative scatter of $a$ and $b$ was 2.37 % and 2.30 %, against predictions of 2.36 % and 2.37 %. The averages were 4.0108 and 8.9983 per ms. The first is 0.27 % high, a little over two standard errors of that average; about 0.07 % of this is a bias of the nonlinear inversion at 2000 cycles, and the rest is compatible with chance. Both are small beside the error of one record.

## Consequences for current and noise

If the bias is large enough that electrons enter from one lead and leave to the other, each cycle carries one electron. The true cycle rate is $1/(1/a+1/b)=ab/S$. The apparent one is

$$\frac1{\tau_0^*+\tau_1^*}=\frac{abg}{S(S+g)}=\frac{ab}{S}\,\frac{g}{S+g}.$$

The missed fraction is $S/(S+g)=13/53$, or 24.53 %. Counting the reading's cycles gives a current of 334.85 aA where the dot carries 443.68 aA.

The Fano factor $F$ is the long-time variance of the count divided by its mean. Let independent cycles have mean duration $\mu$ and variance $v$. In a long time $t$ there are about $t/\mu$ cycles, whose total duration has variance $vt/\mu$. Dividing by $\mu^2$ converts this timing variance into a count variance $vt/\mu^3$, so $F=v/\mu^2$. For the true process,

$$F=\frac{1/a^2+1/b^2}{(1/a+1/b)^2}=\frac{a^2+b^2}{S^2}\ge\frac12.$$

For the reading, $\mathrm{var}_0=\tau_0^{*2}-2/(ag)$ and $\mathrm{var}_1=\tau_1^{*2}-2/(bg)$, while $\mu^*=\tau_0^*+\tau_1^*=S(S+g)/(abg)$. Since $\tau_0^*/\mu^*=b/S$ and $\tau_1^*/\mu^*=a/S$, the squared means reproduce $F$. The rest gives

$$F^*=F-\frac{2S}{abg}\,\frac{(abg)^2}{S^2(S+g)^2}=F-\frac{2ab\,g}{S(S+g)^2}.$$

Here $F=0.5740$ but $F^*=0.4951$. A value below one half would seem to rule out a two-state dot, yet missed events alone produce it.

## How far a real detector departs from the model

The example is meant to resemble a gated semiconductor dot read by a quantum point contact, where tunnelling rates of a few per ms and bandwidths of roughly ten kHz are ordinary orders of magnitude; radio-frequency readout can be much faster. The assumption that such devices plainly break is the memoryless response, because an amplifier filters the signal before a threshold is applied. For a single-pole filter of time constant $\tau_f$ with thresholds at 0.35 and 0.65 of the step, a settled signal crosses after $\tau_f\ln(1/0.35)$. Matching this to 25 µs gives $\tau_f=23.81$ µs, a bandwidth of 6.68 kHz. In a simulation of this noise-free filter the uncorrected rates $a$ and $b$ were off by −25.97 % and −24.04 % of their true values; after inversion −1.96 % and 0.61 % remained, each with a simulation error of about 0.15 %. Without noise every dwell starts at a threshold with the dot state fixed, so the equations for the mean dwell can also be integrated exactly; they give −1.97 % and +0.49 %.

The matching works to first order for isolated events. The four-state detector misses an occupation with probability $b/(b+g)\simeq b/g-b^2/g^2$, whereas a fixed delay $1/g$ misses it with probability $1-e^{-b/g}\simeq b/g-b^2/(2g^2)$. Closely spaced events add a further difference, here of opposite sign and comparable size, because the filter has not settled between them. With the dot rates and thresholds held fixed and the filter four times faster, the leftover biases were 0.18 % and −0.07 %, with a simulation error of about 0.15 %; this run does not settle their signs. The exact integration gives −0.15 % and +0.05 %: the signs are those of the slower filter, and the bias falls roughly as $1/g^2$. For the original filter, the bias in $a$ is nearly as large as the statistical error of a 2000-cycle record. Longer records therefore call for a simulation of the actual filter.

Unequal responses also matter. With 44 per ms upward and 36 downward, inverting with $g=40$ shifts $a$ by 1.90 % and $b$ by −3.01 %. The ratio $a/b$ is then no longer protected.

Amplifier noise can cause false switches. Take white noise passed through the filter, with rms value $\sigma=0.12$ of the step, and let $y$ be the deviation from the settled level in units of $\sigma$. With time in units of $\tau_f$, the mean time $T(y)$ to reach a threshold $z$ obeys $T''-yT'=-1$, or $(e^{-y^2/2}T')'=-e^{-y^2/2}$. Integrating from $-\infty$, and then from 0 to $z$ with $T(z)=0$,

$$T(0)=\sqrt{2\pi}\int_0^z e^{y^2/2}\,\Phi(y)\,dy,$$

where $\Phi$ is the normal distribution function. For $z=0.65/0.12$ this means $1.2\times10^{-5}$ false triggers per longest mean dwell. Just after a true switch the signal is closer to the opposite threshold. The probability $u$ of reaching that threshold before the settled level obeys $u''-yu'=0$, so $u'\propto e^{y^2/2}$ and

$$u=\frac{\int_0^{0.35/0.12}e^{y^2/2}dy}{\int_0^{0.65/0.12}e^{y^2/2}dy}=6.4\times10^{-5}.$$

Both are negligible here. With a single threshold at half the step, the two integrals in $u$ would have the same upper limit and $u$ would be 1, so the separation of the thresholds is essential against recrossing. The noise-induced shift of genuine crossing times is not negligible. Solving the stationary probability equations of the noisy filter shows that the mean step delay falls from 25 to about 23.8 µs, and that inversion with $g=40$ then leaves biases of about +1.2 % in $a$ and +3.3 % in $b$. Taking $g$ from the delay measured with the noise present, as in step 1, changes them to about −0.5 % and +1.7 %.

Thermal back-flow affects the current, not the inversion, since $a$ and $b$ are total rates. For a level midway in a 1.0 mV bias window at 0.2 K, the unwanted lead occupation is $2.5\times10^{-13}$. Detector back-action, slow drift of the rates and further dot levels have not been sized. Drift or extra levels can correlate successive dwells, which step 5 may reveal. Back-action that merely changes $a$ and $b$ leaves no such sign: the method then returns the rates of the dot as measured, not those of an undisturbed dot. The numerical output below lists the values used, apart from those for the noise-induced shift of crossing times, the exact biases of the noise-free filter and the finite-record bias of the inversion.

## Computed results

```
true rates a, b: 4.000, 9.000 1/ms
detector rate g: 40.000 1/ms; mean delay 25.00 us
mean apparent dwells, readings 0, 1: 331.25, 147.22 us
true mean dwells, empty, occupied: 250.00, 111.11 us
apparent rates a*, b*: 3.0189, 6.7925 1/ms
correction factor g/(g-a*-b*): 1.3250
largest relative error of exact inversion: 2.2e-16
missed fraction of cycles: 24.53 %
reading-0 decay rates, slow, fast: 3.2137, 49.7863 1/ms
twin solution a', b', g': 12.308, 27.692, 13.000 1/ms
current, true: 443.68 aA
current, from apparent counts: 334.85 aA
Fano factor, true, apparent: 0.5740, 0.4951
synthetic record: 2000 cycles, 0.947 s
record mean dwells 0, 1: 326.55, 147.04 us
record apparent rates: 3.0623, 6.8008 1/ms
record recovered a: 4.065 +/- 0.096 1/ms
record recovered b: 9.026 +/- 0.214 1/ms
number of test records: 400
mean recovered a, b over records: 4.0108, 8.9983 1/ms
predicted relative errors a, b: 2.36, 2.37 %
observed relative scatter a, b: 2.37, 2.30 %
linear shift of a and b if g is 10 % high: -3.25 %
filter thresholds, low, high: 0.35, 0.65 of step
filter time constant: 23.81 us; bandwidth 6.68 kHz
filter, uncorrected bias a, b: -25.97, -24.04 %
filter, bias after inversion a, b: -1.96, 0.61 %
four times faster filter, uncorrected bias a, b: -7.35, -7.58 %
four times faster filter, bias after inversion a, b: 0.18, -0.07 %
approximate simulation error of these biases: 0.15 %
unequal response up, down: 44.0, 36.0 1/ms
bias from unequal response a, b: 1.90, -3.01 %
amplifier noise rms: 0.12 of step
false triggers per longest mean dwell: 1.2e-05
noise recrossing probability per transition: 6.4e-05
bias voltage: 1.0 mV; temperature: 0.2 K
thermal back-flow occupation factor: 2.5e-13
```
